Diffusion Monte Carlo for hydrogen: time-step bias, runaway weights and zero variance

**Three runs that mislead**

A diffusion Monte Carlo run for hydrogen can settle at -12.939 eV with a statistical error of 0.008 eV, although the ground energy is -13.606 eV. A second run can let one walker out of 2000 take practically all the statistical weight. A third can give the right energy at every step while its walkers sit too far from the nucleus. More sampling cures none of these faults. All three can be traced by hand when the guiding function is

ψ(r) = exp(-a r), a > 0.

The nucleus is a fixed point charge and relativity is left out. Equations are in atomic units, with the time step τ in ħ/Hartree and a in inverse Bohr radii. Computed energies and lengths are in eV and angstrom. The Hamiltonian, ground state and ground energy are

H = -½∇² - 1/r, φ₀ = exp(-r), E₀ = -½.

**Two walkers, one step**

The method needs the local energy E_L = Hψ/ψ. For a radial function ∇²ψ = ψ'' + 2ψ'/r. Here ψ' = -aψ and ψ'' = a²ψ, so

E_L = -½(a² - 2a/r) - 1/r = -a²/2 + (a-1)/r.

Measured from E₀ it factorizes:

V ≡ E_L - E₀ = (1-a²)/2 - (1-a)/r = (1-a)[(1+a)/2 - 1/r].

In one step a walker drifts inward by aτ, receives a Gaussian kick of variance τ along each axis, and is given the weight

w = exp{-τ[V(r) + V(r')]/2},

where r is the old radius and r' the new one. These rules are derived below. With

c = τ(1-a)/2,

the logarithm of the weight is

ln w = -τ(1-a²)/2 + c/r + c/r'.

Let two walkers start at r = 1, and let the kicks bring them to r' = 2 and r' = 1/2. The first term and c/r are common to both. What remains is

w₁ : w₂ = exp(c/2) : exp(2c) = 1 : exp(3c/2).

For a = 0.7 and τ = 0.2, c = 0.2 × 0.3/2 = 0.03. The exponent 3c/2 is 0.045, and the walker nearer the nucleus counts about 5 % more. The energy estimate is the weighted mean of E_L, with shares p₁ = w₁/(w₁+w₂) and p₂ = 1 - p₁:

E = -a²/2 + (a-1)(p₁/2 + 2p₂).

The walkers are then resampled to equal weight. Lay the shares end to end on the interval from 0 to 1, draw one random number u between 0 and 1, and place teeth at u/2 and (1+u)/2. Each tooth copies the walker on whose share it falls. Since p₁ < ½, the second tooth falls on walker 2. The first falls on walker 1 if u < 2p₁. Walker 1 thus has 2p₁ copies on average, as its weight demands.

Two changes to this example show what matters. Set a = 1: then c = 0, the shares are equal, and E = -½ wherever the walkers went. Or keep a = 0.7 and let the second walker land at r' = c/40. Its factor exp(c/r') is now exp(40), and it owns the population.

**Where the rules come from**

Imaginary-time evolution with trial energy E_T,

∂φ/∂t = ½∇²φ + φ/r + E_T φ,

damps every excited state relative to φ₀. We follow f = ψφ instead of φ. With v = ∇ψ/ψ we have vf = φ∇ψ, and the product rule gives

∇²f = ψ∇²φ + 2∇ψ·∇φ + φ∇²ψ,
∇·(vf) = ∇φ·∇ψ + φ∇²ψ.

Half the first line minus the second is ½ψ∇²φ - ½φ∇²ψ. Hence

½ψ∇²φ = ½∇²f - ∇·(vf) + ½φ∇²ψ.

Multiply the evolution equation by ψ and insert this. The terms ½φ∇²ψ + ψφ/r equal -φHψ = -E_L f, so

∂f/∂t = ½∇²f - ∇·(vf) - (E_L - E_T) f.

The first term is diffusion with variance τ per axis in time τ. The second is drift with velocity v = -a r̂, of constant magnitude and directed at the nucleus. The third is the weight. A step of finite length freezes the drift at its starting value and averages E_L over the two end points. With E_T = E₀ this is the rule used above.

As τ → 0 the walkers settle to f₀ = ψφ₀ = exp(-βr), with β = 1+a. Including the volume element r², and using ∫rⁿ exp(-βr) dr = n!/βⁿ⁺¹ from zero to infinity,

⟨1/r⟩ = (1/β²)/(2/β³) = β/2,
⟨1/r²⟩ = (1/β)/(2/β³) = β²/2.

The mean local energy is therefore

⟨E_L⟩ = -a²/2 + (a-1)(a+1)/2 = -½

for every a > 0, and its variance is

(a-1)²(β²/2 - β²/4) = (a-1)²(1+a)²/4.

The guide does not shift the energy in this limit. It sets the noise. The standard deviation is 0.3 × 1.7/2 = 0.255 Hartree, or 6.94 eV, for a = 0.7. It is 9.39 eV for a = 1.3 and zero for a = 1.

**Why the weights run away for a < 1**

A walker starting at distance r has its Gaussian centred at distance m = |r - aτ| from the nucleus. The probability density at the nucleus itself is

p₀ = (2πτ)^(-3/2) exp(-m²/2τ) > 0.

Close to the nucleus the mean of the arrival factor exp(c/r') thus contains

4πp₀ ∫ r² exp(c/r) dr.

Cut this integral off at a small radius ε and substitute u = 1/r, so that r² dr becomes u⁻⁴ du in magnitude. Integrating by parts, the upper end u = 1/ε contributes

(ε⁴/c) exp(c/ε) (1 + 4ε/c + …).

For a < 1, c is positive and this grows without limit as ε → 0. The mean weight of a single step is infinite for every τ > 0. For a > 1, c is negative, both factors exp(c/r) and exp(c/r') are at most one, and

w ≤ exp[τ(a²-1)/2].

So the instability belongs to a < 1. A guide with a > 1 gives weights that fluctuate but stay bounded.

The divergence is easy to miss. Take a = 0.7, τ = 0.2 and a start at 0.529 Å, for which c = 0.0159 Å. With the cutoff at c/20 the mean arrival factor is 1.18, which looks harmless. At c/40 it is 3.9 × 10⁶, and at c/80 it is 5.40 × 10²². The leading formula gives 5.13 × 10²² there, and its first correction 1 + 4/80 = 1.05 accounts for the ratio. The dangerous region is tiny, so a short run seldom enters it. In N visits the closest approach is expected where N(4π/3)p₀r³ is about one, hence at r of order N^(-1/3). The largest value of c/r then grows as N^(1/3), and its exponential eventually outruns N. A longer run is more exposed, not less.

Physically, the fault lies in the time step. A diffusing particle leaves a region of radius r in a time of order r². The true accumulated exponent there is of order (1-a)r²/r = (1-a)r, which is small. The discrete rule instead charges the value 1/r at one instant for half a time step.

A simple cure is to replace 1/r in the weights by 1/max(r,τ), keeping the true 1/r in the energy estimate. Each reciprocal then lies between 0 and 1/τ. The part of ln w that differs between walkers lies between 0 and 2c/τ = 1-a, so two weights in the same step differ at most by the factor exp|1-a|. To see what the floor costs, take first exact time evolution with the floored potential. The shift of the ground-state eigenvalue follows from first-order perturbation theory with the normalized density 4r² exp(-2r). For small τ, exp(-2r) is close to one inside the floor, and

δE = (a-1) 4∫₀^τ r²(1/τ - 1/r) dr
= 4(a-1)(τ²/3 - τ²/2)
= (2/3)(1-a)τ².

The discrete step keeps this order but not the coefficient. A walker at r < τ collects, from arrival and departure together, the factor exp(1-a) with the floor and exp[(1-a)τ/r] without it. At fixed r/τ neither exponent shrinks with τ, so the two factors cannot be expanded to first order. For a > 1, where the unfloored step is finite, the leading shift of its growth energy (defined below) is -4τ²∫₀¹ x²{exp(1-a) - exp[(1-a)/x]} dx with x = r/τ. At a = 1.3 this is about -0.12τ², against -0.20τ² from the formula above. The floor acts on a region of probability of order τ³, where 1/r is of order 1/τ, so the estimate that keeps the true 1/r also moves at order τ². These shifts leave the linear bias derived next untouched.

A deliberately harsh case makes the runaway visible: a = 0.3, τ = 0.5, 2000 walkers and 1500 steps. An equal share is 0.050 % of the weight. Without the floor, the largest share held by one walker reaches 100.00 % to the printed digits in the run shown (the last digits depend on the random sequence), and resampling then fills the population with copies of that walker. With the floor the largest share is 0.084 %, below the bound of exp(0.7) times the equal share, about 0.10 %. For a = 1.7 without any floor it is 0.067 %.

**The time-step bias**

Let A = ½Δ - aD be the drift-diffusion operator acting on a radial function g(r), with D = d/dr and Δg = g'' + 2g'/r. Exact motion during τ turns g into exp(τA)g, the mean of g at the end point. The discrete move averages g over a Gaussian centred at the shifted point. That amounts to applying exp(τΔ/2) and then shifting the argument by -aτ:

exp(-aτD) exp(τΔ/2) g.

Away from the nucleus both can be expanded. The terms in τ agree. Those in τ² are

discrete: Δ²/8 - (a/2)DΔ + (a²/2)D²,
exact: ½(½Δ - aD)² = Δ²/8 - (a/4)(ΔD + DΔ) + (a²/2)D².

Their difference is (a/4)(ΔD - DΔ). Now

ΔDg = g''' + 2g''/r,
DΔg = g''' + 2g''/r - 2g'/r²,

so the discrete step has the extra term

τ² (a/4)(2g'/r²) = τ² a g'/(2r²).

It acts as an additional outward drift aτ/(2r²). The frozen drift has this effect because a walker kicked sideways keeps moving parallel to its old radius instead of turning towards the nucleus. A numerical Gaussian average of exp(-r) was tested against this term at a point away from the nucleus.

To turn this into an energy, let T be the full step including weights: (Tg)(r) is the mean of w g(r') for a walker starting at r. Without discretization error, T₀ = exp[τ(A - V)]. Its leading eigenvalue is 1 because E_T = E₀. Its eigenfunction is g₀ = φ₀/ψ = exp[(a-1)r], as direct insertion shows:

A g₀/g₀ = ½[(a-1)² + 2(a-1)/r] - a(a-1)
= (1-a²)/2 + (a-1)/r = V.

Let the discretization add δT. The eigenvalue equation to first order is

T₀δg + δT g₀ = δg + δλ g₀.

Multiply by f₀ and integrate over space. Since f₀ is stationary under T₀, the two terms in δg cancel, leaving

δλ = ∫f₀ δT g₀ d³r / ∫f₀g₀ d³r.

Here f₀g₀ = φ₀² and g₀' = (a-1)g₀. In the ground state ⟨1/r²⟩ = 4∫exp(-2r) dr = 2. Therefore

δλ = τ² (a/2)(a-1) × 2 = a(a-1)τ².

The growth energy is defined by E_g = E_T - (ln λ)/τ, so

E_g = -½ - a(a-1)τ + O(τ^(3/2)).

The weights add nothing at linear order. Expanding exp(-τV/2) exp(τA) exp(-τV/2) gives the second-order terms

½τ²(A² - AV - VA + V²) = ½τ²(A-V)²,

which are those of the exact step. The expansion breaks down within r of order √τ. That region holds a probability of order τ^(3/2). Point by point, the term of the weight linear in V is in error there by an amount of order τ/r, that is √τ, but this part cancels in the integral for δλ. To leading order f₀ and g₀ are constant over the region and the motion is pure diffusion. Since ∇²(1/r) = -4πδ, the mean of 1/r after a time s, minus its starting value, integrates over space to -2πs. This is linear in s, so the end-point average reproduces its time integral exactly: both give -πτ². The remaining relative error is of order τ, from a drift error aτ acting on the slope of g₀ and from (τ/r)² in the weights. The eigenvalue then shifts by τ^(5/2) and the energy by τ^(3/2). This is a scaling estimate, not a proof.

A run usually reports the weighted mean of E_L, the mixed estimate. Its linear bias is the same. Let f be the normalized stationary density at finite τ, and apply the step to the constant function g = 1, for which A1 = 0:

λ = ∫f T1 d³r = 1 - τ⟨V⟩ + ½τ²⟨V² - AV⟩ + …

In the last term f₀ may replace f. Moving A onto f₀ by parts gives A†f₀, where A† is the drift-diffusion operator for densities. The stationary equation says A†f₀ = Vf₀, so ⟨AV⟩ = ⟨V²⟩ and the term vanishes. Comparing with λ = 1 - τ(E_g - E₀) + … gives ⟨V⟩ = E_g - E₀ at linear order.

The linear term changes sign at a = 1. It is positive for a < 1 and negative for a > 1, so a finite-step energy is not an upper bound. For a close to zero the linear term is small, and at a finite step the higher terms can reverse the sign of the total bias.

**A check without noise**

Because the guide and potential are spherical, the step can be reduced to radii. Integrate the Gaussian centred at distance m over the angle between the new position and the centre, with μ its cosine:

P(r') = 2πr'² (2πτ)^(-3/2) ∫₋₁¹ exp[-(r'² + m² - 2r'mμ)/2τ] dμ
= r'/(m√(2πτ)) {exp[-(r'-m)²/2τ] - exp[-(r'+m)²/2τ]}.

Multiplied by the floored weight, this is the kernel of a one-dimensional integral operator. Its leading eigenvalue gives the growth energy and its eigenfunction the mixed energy, for an infinite population and without sampling error.

Extrapolated to τ → 0, the bias slopes per unit of τ are as follows.

a = 0.7: law 0.21 Hartree = 5.714 eV; growth 5.702 eV; mixed 5.705 eV.
a = 1.3: law -0.39 Hartree = -10.612 eV; growth -10.606 eV; mixed -10.611 eV.

The simulations used the same floored weights and 2000 walkers for a total time of 400, with the first tenth discarded.

a = 0.7, τ = 0.2: simulation -12.939 ± 0.008 eV, operator (mixed) -12.928 eV.
a = 0.7, τ = 0.1: simulation -13.229 ± 0.016 eV, operator -13.221 eV.
a = 1.3, τ = 0.2: simulation -14.888 ± 0.010 eV, operator -14.891 eV.
a = 1.3, τ = 0.1: simulation -14.343 ± 0.008 eV, operator -14.346 eV.

Each simulation agrees with the operator within two standard errors, while its distance from -13.606 eV is many times larger. Any further bias from the finite population is not resolved here.

These steps are too long for the linear law alone. At a = 0.7 and τ = 0.2 it predicts a bias of 0.2 × 5.714 = 1.14 eV, whereas the operator's mixed energy is off by 13.606 - 12.928 = 0.68 eV. A straight line through the two mixed energies, extended to τ = 0, gives

2 × (-13.221) - (-12.928) = -13.514 eV for a = 0.7,
2 × (-14.346) - (-14.891) = -13.801 eV for a = 1.3.

The remaining errors are 0.09 eV and -0.20 eV. Extrapolation helps greatly, but it needs smaller steps or a term in τ^(3/2).

**What zero variance does and does not give**

At a = 1, V vanishes everywhere. All weights are one and every energy sample is -½, at any τ and for any positions. In the run with τ = 0.2 the largest deviation in any step was 9 × 10⁻¹⁵ eV, which is rounding error.

The positions are still biased. For one move, the squared distance averages to the square of the shifted centre plus τ for each of three axes:

⟨r'²⟩ = ⟨(r-τ)²⟩ + 3τ = ⟨r²⟩ - 2τ⟨r⟩ + τ² + 3τ.

In the stationary state ⟨r'²⟩ = ⟨r²⟩. Dividing what is left by 2τ gives

⟨r⟩ = 3/2 + τ/2,

with no higher terms. The true value is 3/2, or 0.7938 Å. At τ = 0.2 the formula and the operator both give 0.8467 Å, and the simulation gives 0.8472 ± 0.0007 Å. The radius is almost 7 % too large while the energy is perfect. A constant local energy cannot reveal how the walkers are distributed.

This bias can be removed by an acceptance test. Let G(r→r') be the Gaussian density of the proposed move between two positions, and accept it with probability

min{1, ψ²(r')G(r'→r) / [ψ²(r)G(r→r')]}.

The flow ψ²(r)G(r→r') times the acceptance is then the smaller of the two unmodified flows. It is equal in both directions, so ψ² is stationary. At a = 1 the walkers then have the true density. The test does not cure the runaway for a < 1: arrivals near the nucleus keep a nonzero density, and the integral of r² exp(c/r) still diverges.

**The method in general**

For H = -½∇² + U and a positive guide ψ, the derivation of the equation for f holds with -1/r replaced by U. One step for N walkers at positions R is:

1. Compute v = ∇ψ/ψ and E_L = Hψ/ψ at R.
2. Move to R' = R + τv + √τ χ, with χ a vector of independent standard normal numbers.
3. Assign w = exp{-τ[(E_L(R) + E_L(R'))/2 - E_T]}, with E_L bounded near its singularities.
4. Add the weighted mean of E_L(R') to the energy record, once the start-up period is over.
5. Resample with N teeth at (k+u)/N, k = 0, …, N-1, and one random u.

If ψ is an eigenfunction, E_L is constant and the energy has zero variance. Conversely, a constant E_L means Hψ = Eψ. Guides with nodes need further rules at the nodes, which are not treated here.

For a nuclear charge Z, the same differentiation gives E_L = -a²/2 + (a-Z)/r. The singular term disappears at a = Z, and the runaway occurs for a < Z. More generally, let a guide behave as 1 - ar near the nucleus. Its kinetic term there is -½(2ψ'/r)/ψ → a/r, so the singular part is again (a-Z)/r. A guide with slope a = Z at the nucleus is therefore free of the 1/r singularity even if it is wrong elsewhere. Its energy still fluctuates, but at the nucleus the mechanism that made the mean weight infinite is gone. With several electrons the same question arises where two of them meet. Their relative motion has kinetic operator -∇², so a guide behaving as 1 + b r₁₂ leaves the singular term (1-2b)/r₁₂, which vanishes at b = ½ and is negative, with the same divergence, for b > ½. The simulation, operator and cutoff values quoted here are collected in the numerical output below; the extrapolated energies and the floor coefficients are worked out in the text.

Values computed for the example and the checks

```
Hartree energy = 27.211386 eV, Bohr radius = 0.529177 angstrom
exact ground energy = -13.60569 eV
a is in inverse Bohr radii, tau in hbar/Hartree
a=0.7: standard deviation of local energy, tau->0 = 6.9389 eV
a=1.0: standard deviation of local energy, tau->0 = 0.0000 eV
a=1.3: standard deviation of local energy, tau->0 = 9.3879 eV
a=0.7: bias slope (eV per unit tau): law 5.714, growth 5.702, mixed 5.705
a=1.3: bias slope (eV per unit tau): law -10.612, growth -10.606, mixed -10.611
runs: 2000 walkers, total time 400 hbar/Hartree, first tenth discarded
a=0.7 tau=0.2: DMC energy = -12.939 +- 0.008 eV
   operator: mixed -12.928 eV, growth -12.869 eV; linear law -12.463 eV
a=0.7 tau=0.1: DMC energy = -13.229 +- 0.016 eV
   operator: mixed -13.221 eV, growth -13.202 eV; linear law -13.034 eV
a=1.3 tau=0.2: DMC energy = -14.888 +- 0.010 eV
   operator: mixed -14.891 eV, growth -14.989 eV; linear law -15.728 eV
a=1.3 tau=0.1: DMC energy = -14.343 +- 0.008 eV
   operator: mixed -14.346 eV, growth -14.379 eV; linear law -14.667 eV
a=1 tau=0.2: largest energy deviation in any step = 9.1e-15 eV
a=1 tau=0.2: DMC <r> = 0.8472 +- 0.0007 angstrom
   operator <r> = 0.8467, law 0.8467, true 0.7938 angstrom
a=0.7 tau=0.2: start radius 0.5292 angstrom, c = 0.01588 angstrom
   cutoff c/20 = 7.94e-04 angstrom: mean factor = 1.180e+00
   cutoff c/40 = 3.97e-04 angstrom: mean factor = 3.886e+06
   cutoff c/80 = 1.98e-04 angstrom: mean factor = 5.402e+22
   leading tail formula at last cutoff = 5.128e+22
largest one-walker share of weight, tau=0.5, 1500 steps (equal share 0.050 %):
   a=0.3 unfloored 100.00 %, a=0.3 floored 0.084 %, a=1.7 unfloored 0.067 %
```
